\section*{Van der Pauw's theorem and Newton iteration for the sheet resistance, part 2}

A flat sheet without holes has uniform thickness $d$ and uniform, isotropic resistivity $\rho$. Point contacts 1, 2, 3, 4 lie in counterclockwise order on its edge. The problem is to find the sheet resistance $R_s=\rho/d$, in ohms, from two readings, without knowing the outline or the contact positions. The readings are $R_A=(V_4-V_3)/I$, with current $I$ entering at 1 and leaving at 2, and $R_B=(V_1-V_4)/I$, with $I$ entering at 2 and leaving at 3. Both are positive and satisfy
\begin{equation}
E_A+E_B=1,\qquad E_A=e^{-\pi R_A/R_s},\quad E_B=e^{-\pi R_B/R_s}.
\label{eq:vdp2}
\end{equation}

Part (e) proved this by mapping the sheet conformally onto the upper half-plane, with the contacts at $x_1<x_2<x_3<x_4$. For a unit disk, the edge point at angle $\theta$ goes to $-\cot(\theta/2)$; a series solution for the disk provided a check. On the half-plane, a current $I$ entering at an edge point $a$ contributes $-(IR_s/\pi)\ln|z-a|$ to the potential. With $x_{ij}=x_i-x_j$,
\begin{equation}
e^{-\pi R_A/R_s}=\frac{x_{41}x_{32}}{x_{42}x_{31}},\qquad
e^{-\pi R_B/R_s}=\frac{x_{21}x_{43}}{x_{42}x_{31}} .
\label{eq:ratios}
\end{equation}
The identity of part (d) is
\begin{equation}
x_{41}x_{32}+x_{21}x_{43}=x_{42}x_{31}.
\label{eq:identity}
\end{equation}

Part (f) set $u=1/R_s$ and defined
\begin{equation}
g(u)=e^{-\pi R_Au}+e^{-\pi R_Bu}-1 .
\label{eq:g}
\end{equation}
Its derivatives are
\begin{align}
g'(u)&=-\pi\left(R_Ae^{-\pi R_Au}+R_Be^{-\pi R_Bu}\right)<0,\label{eq:g1}\\
g''(u)&=\pi^2\left(R_A^2e^{-\pi R_Au}+R_B^2e^{-\pi R_Bu}\right)>0.\label{eq:g2}
\end{align}
For any two positive readings, $g$ has one zero, at $u_*>0$, and $R_s=1/u_*$. For $R_A=R_B=R$,
\begin{equation}
R_s=\frac{\pi R}{\ln2}.
\label{eq:equal}
\end{equation}
This applies to a uniform square with corner contacts, where a quarter turn carries one measurement into the other.

\subsection*{(g) A Newton iteration that must converge}

Write Newton's iteration for $u$. Find a starting value that depends only on $R_A+R_B$ and from which the iterates rise steadily to the root.

\emph{Solution.} Newton's method replaces $g$ by its tangent at $u_n$ and takes the zero of the tangent as the next value:
\begin{equation}
u_{n+1}=u_n-\frac{g(u_n)}{g'(u_n)}
=u_n+\frac{e^{-\pi R_Au_n}+e^{-\pi R_Bu_n}-1}
{\pi\left(R_Ae^{-\pi R_Au_n}+R_Be^{-\pi R_Bu_n}\right)} .
\label{eq:newton}
\end{equation}
Because $g''>0$, the curve lies on or above each of its tangents. At $u_*$ this says
\begin{equation}
0=g(u_*)\geq g(u_n)+g'(u_n)(u_*-u_n).
\end{equation}
Division by the negative number $g'(u_n)$ reverses the inequality:
\begin{equation}
0\leq\frac{g(u_n)}{g'(u_n)}+u_*-u_n
\quad\Longrightarrow\quad u_{n+1}\leq u_* .
\label{eq:below}
\end{equation}
An iterate therefore never passes above the root. If $u_n\leq u_*$, then $g(u_n)\geq0$ and (\ref{eq:newton}) gives $u_{n+1}\geq u_n$. The sequence rises and is bounded by $u_*$, so it has a limit. Its steps tend to zero. Since $|g'|\leq\pi(R_A+R_B)$ for $u\geq0$, the values $g(u_n)$ tend to zero too, and the limit is the root.

It remains to find a start below the root. The arithmetic mean of two positive numbers is not less than their geometric mean, so
\begin{equation}
e^{-\pi R_Au}+e^{-\pi R_Bu}\geq 2e^{-\pi(R_A+R_B)u/2}.
\end{equation}
The right-hand side equals one at
\begin{equation}
u_0=\frac{2\ln2}{\pi(R_A+R_B)} .
\label{eq:start}
\end{equation}
Hence $g(u_0)\geq0$ and $u_0\leq u_*$. The start is the equal-reading formula (\ref{eq:equal}) applied to the mean of the readings. Taking reciprocals gives a bound,
\begin{equation}
R_s\leq\frac{\pi}{\ln2}\,\frac{R_A+R_B}{2},
\label{eq:bound}
\end{equation}
with equality when $R_A=R_B$ and in no other case, since the two means coincide only for equal numbers. Using the mean reading in (\ref{eq:equal}) thus overestimates $R_s$ whenever the readings differ.

A start far above the root is less convenient. There $g$ is close to $-1$ and $g'$ is exponentially small, so the first step can throw $u$ to a large negative value. For large negative $u$ the larger resistance $R_>$ dominates, $g\approx e^{\pi R_>|u|}$, and each step advances $u$ by only about $1/(\pi R_>)$. The iteration still returns to the root, but slowly.

\subsection*{(h) The rate of convergence}

Find how the error of one iterate determines the error of the next, first in $u$ and then in $R_s$.

\emph{Solution.} Let $e_n=u_n-u_*$. Taylor's formula about $u_n$, evaluated at $u_*=u_n-e_n$, reads
\begin{equation}
0=g(u_n)-g'(u_n)e_n+\tfrac12g''(\xi)e_n^2,
\end{equation}
with $\xi$ between $u_n$ and $u_*$. Dividing by $g'(u_n)$ and solving for the Newton step,
\begin{equation}
\frac{g(u_n)}{g'(u_n)}=e_n-\frac{g''(\xi)}{2g'(u_n)}e_n^2 .
\end{equation}
Since $e_{n+1}=e_n-g(u_n)/g'(u_n)$,
\begin{equation}
e_{n+1}=\frac{g''(\xi)}{2g'(u_n)}e_n^2\simeq Ce_n^2,\qquad
C=\frac{g''(u_*)}{2g'(u_*)}<0 .
\label{eq:quad}
\end{equation}
The last form holds near the root. The negative sign agrees with the approach from below.

Let $R_n=1/u_n$ and $\delta_n=R_n-R_s$. Then $\delta_n=-e_n/(u_nu_*)$, so $e_n\simeq-\delta_n/R_s^2$ close to the root. Inserting this on both sides of (\ref{eq:quad}) gives
\begin{equation}
-\frac{\delta_{n+1}}{R_s^2}\simeq C\frac{\delta_n^2}{R_s^4}
\quad\Longrightarrow\quad
\delta_{n+1}\simeq\frac{|C|}{R_s^2}\,\delta_n^2 .
\label{eq:delta}
\end{equation}
The values $R_n$ come down to $R_s$ from above, and each error is proportional to the square of the one before.

\subsection*{(i) A worked example}

The readings on a film $200$ nm thick are taken as $R_A=120\ \Omega$ and $R_B=30\ \Omega$. Find $R_s$ and $\rho$, check the root by another route, and determine how errors in the readings affect it.

\emph{Solution.} The start (\ref{eq:start}) corresponds to
\begin{equation}
R_0=\frac{\pi\times150\ \Omega}{2\ln2}=339.93\ \Omega .
\end{equation}
At this value $\pi R_Au_0=1.6\ln2$ and $\pi R_Bu_0=0.4\ln2$. The exponentials are $2^{-1.6}=0.32988$ and $2^{-0.4}=0.75786$, and $g(u_0)=0.08774$. The first step is
\begin{equation}
u_1-u_0=\frac{0.08774}{\pi(120\times0.32988+30\times0.75786)\ \Omega}
=4.481\times10^{-4}\ \Omega^{-1}.
\end{equation}
Adding $u_0=2.9418\times10^{-3}\ \Omega^{-1}$ gives $u_1=3.3899\times10^{-3}\ \Omega^{-1}$, or $R_1=294.99\ \Omega$. The following iterates are
\begin{equation}
R_2=292.4464\ \Omega,\qquad R_3=292.4365\ \Omega .
\end{equation}
Their excesses over the root are $9.926\times10^{-3}\ \Omega$ and $1.525\times10^{-7}\ \Omega$. With the computed constant $C=-132.42\ \Omega$, equation (\ref{eq:delta}) predicts
\begin{equation}
\delta_3\simeq\frac{132.42}{(292.44)^2}\,(9.926\times10^{-3})^2\ \Omega
=1.53\times10^{-7}\ \Omega,
\end{equation}
in agreement with the iteration.

For the other route, note that $R_A=4R_B$. With $q=E_B$, relation (\ref{eq:vdp2}) becomes $q^4+q=1$. The root between zero and one is $q=0.724492$, and
\begin{equation}
R_s=-\frac{\pi R_B}{\ln q}=\frac{94.248\ \Omega}{0.32228}=292.4\ \Omega .
\end{equation}
The two exponentials are $E_A=0.2755$ and $E_B=0.7245$, and their sum is one.

For small changes in the readings, differentiate (\ref{eq:vdp2}):
\begin{equation}
E_A\left(\frac{dR_A}{R_s}-\frac{R_A\,dR_s}{R_s^2}\right)
+E_B\left(\frac{dR_B}{R_s}-\frac{R_B\,dR_s}{R_s^2}\right)=0 .
\end{equation}
Solving for $dR_s$,
\begin{equation}
dR_s=R_s\,\frac{E_A\,dR_A+E_B\,dR_B}{E_AR_A+E_BR_B}
\approx1.47\,dR_A+3.87\,dR_B .
\label{eq:sens}
\end{equation}
An error of $1\ \Omega$ in the smaller reading moves the result by almost $4\ \Omega$. The many digits above serve to follow the iteration. For readings known to about an ohm, the result is $R_s\approx292\ \Omega$ with an uncertainty of a few ohms. The resistivity is
\begin{equation}
\rho=R_sd=292.4\ \Omega\times2.00\times10^{-7}\ \text{m}
=5.85\times10^{-5}\ \Omega\,\text{m}=5.85\times10^{-3}\ \Omega\,\text{cm}.
\end{equation}

This is the quantity needed alongside a Hall measurement. In the Drude model with one type of carrier, of density $n$, charge magnitude $e$ and mobility $\mu$, $\rho=1/(ne\mu)$ and the Hall coefficient has magnitude $|R_H|=1/(ne)$. Their quotient $|R_H|/\rho$ is the mobility. In a real semiconductor, where the scattering time depends on energy, the quotient is the Hall mobility, which differs from the drift mobility by a factor of order one; when two types of carrier conduct, it is not the mobility of either.

\subsection*{(j) Very unequal readings}

Find the behaviour of $R_s$ for $R_A\gg R_B$, and explain why Newton's method then takes more steps.

\emph{Solution.} Let $s=R_A/R_B$ and $a=\pi R_Au$, so that $\pi R_Bu=a/s$. For large $s$ the root has $a/s\ll1$, and $e^{-a/s}\approx1-a/s$. The condition $g=0$ becomes
\begin{equation}
e^{-a}\approx\frac{a}{s}\quad\Longrightarrow\quad ae^a\approx s .
\label{eq:large}
\end{equation}
Thus $a$ grows roughly as $\ln s$, and $R_s=\pi R_A/a$ falls slowly relative to $R_A$. For $s=10^4$ the solution is $a\approx7.23$. The ratio of the root to the starting value is then $R_s/R_0\approx2\ln2/a\approx0.192$, and the computed ratio is $0.1917$.

In terms of $a$, one Newton step from below the root is
\begin{equation}
\Delta a=\frac{e^{-a}-(1-e^{-a/s})}{e^{-a}+e^{-a/s}/s}<1,
\end{equation}
because the numerator is smaller than $e^{-a}$ and the denominator is larger. For $s=10^4$ the start is at $a\approx2\ln2\approx1.39$, a distance of $5.8$ from the root, so at least six steps are needed to come close. The computed numbers of steps to a relative error of $10^{-9}$ in $1/R_s$ are $3$, $4$, $6$ and $10$ for $s=2$, $10$, $100$ and $10^4$. For equal readings the start is already the root.

\subsection*{(k) An irregular sheet, and broken assumptions}

Test the relation on an L-shaped sheet without using a conformal map. Then examine a sheet with a hole, a contact placed inside the edge, and a nonuniform sheet.

\emph{Solution.} Divide the sheet into square cells, and let each cell contribute half its sheet conductance to each of its four sides, treated as resistors. Two parallel sides then carry the full conductance of the cell in either direction. Kirchhoff's laws give the potentials, with an error that comes from the finite cell size.

The L-shape is a unit square without its upper right quarter, with contacts at $(1/2,0)$, $(1,1/4)$, $(1/2,3/4)$ and $(0,1/2)$. For an assigned $R_s=100\ \Omega$ and 160 cells per side, the network gives $R_A=3.9384\ \Omega$ and $R_B=68.4614\ \Omega$. Then
\begin{equation}
e^{-0.12373}+e^{-2.15078}=0.88362+0.11639=1.00001 .
\end{equation}
The separate readings are less accurate than their sum: on finer meshes they approach about $3.93\ \Omega$ and $68.52\ \Omega$, and the effects of these two shifts on the sum nearly cancel. With 16 cells per side the sum is $1.0012$. Newton's iteration recovers $R_s=99.996\ \Omega$ from the two finer readings.

\emph{A hole.} A sheet with a hole cannot be mapped one-to-one and continuously onto the half-plane, which has none, and the proof in part (e) does not apply. For a square with $R_s=100\ \Omega$, corner contacts and a central square hole of half the side, the sum of exponentials is $0.268$. Solving (\ref{eq:vdp2}) regardless gives an apparent sheet resistance of $290\ \Omega$.

\emph{An interior contact.} Move contact 1 inside the sheet, with image $w$ in the half-plane. An equal source at the mirror point $w^*$ keeps current from crossing the edge. Each source now spreads over full circles, so
\begin{equation}
V=-\frac{IR_s}{2\pi}\left(\ln|z-w|+\ln|z-w^*|\right).
\end{equation}
On the edge the two distances are equal and $V=-(IR_s/\pi)\ln|x-w|$. The expressions for the exponentials therefore keep their form, with distances from contact 1 replaced by moduli:
\begin{equation}
E_A+E_B=\frac{|x_4-w|\,x_{32}+|x_2-w|\,x_{43}}{|x_3-w|\,x_{42}} .
\end{equation}
For $E_B$, contact 1 is a voltage probe and the formula follows from the edge sources at $x_2$ and $x_3$ evaluated at $w$. The identity of part (d) is algebraic and holds for complex $x_1=w$:
\begin{equation}
(x_4-w)x_{32}+(x_2-w)x_{43}=(x_3-w)x_{42}.
\end{equation}
The modulus of a sum is less than the sum of the moduli unless the terms have the same direction in the complex plane. Here they do not, because $w$ is off the real axis. Hence $E_A+E_B>1$ at the true $R_s$. If both readings are still positive, the sum increases with $R_s$, so the root of (\ref{eq:vdp2}) lies below the true value. A reading can also turn negative, as happens for $w$ close to $x_3$, where the denominator is small and both fractions exceed one. An exponential then exceeds one for every positive $R_s$, and there is no root. In the network, moving one corner contact of the square to $(1/4,1/4)$ raises the sum to $1.023$.

\emph{A nonuniform sheet.} If $R_s$ varies with position, $V$ does not in general obey Laplace's equation throughout the sheet, and the proof in part (e) does not apply. Give the upper half of the square three times the conductance of the lower half, which keeps $100\ \Omega$. Corner contacts yield an apparent value of $57.9\ \Omega$, whereas four contacts on the lower edge, at $1/4$, $3/8$, $1/2$ and $5/8$ of the side, yield $99.9\ \Omega$. In the uniform square the same two placements give $100.0\ \Omega$ each. The existence of a root is no sign of uniformity, since part (f) supplies one for any two positive readings. A disagreement between placements can reveal that the assumptions fail. So can a single pair if the outline and the contact positions are known: for corner contacts on a uniform square the quarter turn of part (f) requires equal readings. Equal readings prove nothing in turn: the square with a central hole gives equal readings by the same symmetry, and its apparent sheet resistance is still wrong.

The numerical check carries out these numerical checks.

\section*{Calculated quantities}
\begin{verbatim}
HALF-PLANE, unit current in and out
current leaving source, sink: 1.000000, -1.000000 I
DISK, contact angles (rad): 0.4 1.5 3.0 5.2
half-plane images: -4.93315 -1.07343 -0.07091 1.66224
series R_A/R_s, R_B/R_s: 0.22250, 0.21878
map    R_A/R_s, R_B/R_s: 0.22250, 0.21878
RECTANGLE 2 by 1, contacts: (0, 1) (0.5, 0) (2, 0) (2, 1)
half-plane images: -1.41421 -0.76537 1.00000 1.41421
network R_A/R_s, R_B/R_s: 0.01669, 0.94680
map     R_A/R_s, R_B/R_s: 0.01669, 0.94679
L-SHAPE, input R_s = 100.0 ohm, 160 cells per side
R_A, R_B: 3.9384, 68.4614 ohm
sum of exponentials, 16 cells per side: 1.001182
sum of exponentials, 160 cells per side: 1.000013
recovered R_s: 99.996 ohm
SQUARE, input R_s = 100.0 ohm, corner contacts
sum, uniform sheet: 0.99995
sum, central square hole of half the side: 0.26846
apparent R_s with hole: 289.72 ohm
sum, contact 1 moved to (1/4,1/4) of side: 1.02320
uniform, apparent R_s, corners: 100.01 ohm
uniform, apparent R_s, in line: 100.03 ohm
upper half three times as conductive:
apparent R_s, corners: 57.92 ohm
apparent R_s, four in line on lower edge: 99.93 ohm
WORKED EXAMPLE: R_A = 120.0 ohm, R_B = 30.0 ohm
iterate 0: R_s = 339.927010637 ohm, excess = 4.749e+01 ohm
iterate 1: R_s = 294.991905775 ohm, excess = 2.555e+00 ohm
iterate 2: R_s = 292.446408575 ohm, excess = 9.926e-03 ohm
iterate 3: R_s = 292.436483116 ohm, excess = 1.525e-07 ohm
iterate 4: R_s = 292.436482963 ohm, excess = 3.603e-17 ohm
iterate 5: R_s = 292.436482963 ohm, excess = 2.010e-36 ohm
final R_s: 292.436483 ohm; from quartic: 292.436483 ohm
quartic root q: 0.72449196
exponentials A, B: 0.275508, 0.724492
ratio final R_s / starting R_s: 0.860292
error constant, predicted: -132.4204 ohm
error constant, measured: -132.4198 ohm
thickness: 200 nm
resistivity: 5.8487e-05 ohm m
NEWTON STEPS to relative error 1e-9 in 1/R_s
R_A/R_B = 1: 0 steps, final/start R_s = 1.00000
R_A/R_B = 2: 3 steps, final/start R_s = 0.96028
R_A/R_B = 10: 4 steps, final/start R_s = 0.69926
R_A/R_B = 100: 6 steps, final/start R_s = 0.40385
R_A/R_B = 10000: 10 steps, final/start R_s = 0.19167
\end{verbatim}
